# Theta-function overlap and zone-boundary minimum for a chain of s Gaussians

## Variables and symmetry

Place identical normalized s Gaussians at equal spacing $d$ on an infinite straight line with unit vector $\mathbf e$:

$$g_n(\mathbf r)=\left(\frac{2a}{\pi}\right)^{3/4}e^{-a|\mathbf r-nd\,\mathbf e|^2},\qquad n=0,\pm1,\pm2,\dots \tag{1}$$

The exponent $a>0$ has the dimension of an inverse squared length. The Bloch sum $\sum_n e^{iknd}g_n$ has, per cell, the squared norm

$$S(k)=\sum_{n=-\infty}^{\infty}e^{iknd}\,\langle g_0|g_n\rangle . \tag{2}$$

One sum over $n$ suffices because the overlap of two functions depends on their separation alone.

The functions are normalized, so $S$ has no dimension. It can depend on $a$, $d$ and $k$ only through the dimensionless combinations

$$x=ad^2,\qquad \theta=kd . \tag{3}$$

A small $x$ means functions that are wide compared with the spacing. We write $S(\theta)$ for $S(k)$ at fixed $x$.

Symmetry restricts the function further. Since $n$ is an integer, $S(\theta+2\pi)=S(\theta)$. Since $\langle g_0|g_n\rangle=\langle g_0|g_{-n}\rangle$, $S(-\theta)=S(\theta)$. Together these give $S(\pi+\delta)=S(-\pi-\delta)=S(\pi-\delta)$, so $S$ is stationary at the zone boundary $\theta=\pi$ as well as at the zone centre $\theta=0$. Symmetry does not say which point is the minimum, whether there are other stationary points, or how small $S$ becomes. These questions need the overlaps themselves.

## The direct sum

For two centres separated by $\mathbf R=nd\,\mathbf e$, completing the square gives

$$|\mathbf r|^2+|\mathbf r-\mathbf R|^2=2r^2-2\mathbf r\cdot\mathbf R+R^2=2\left|\mathbf r-\tfrac12\mathbf R\right|^2+\tfrac12R^2 . \tag{4}$$

The product of the two functions is therefore a Gaussian of exponent $2a$ at the midpoint, times a constant. Its integral over space is $(\pi/2a)^{3/2}$, which cancels the squared normalization factor $(2a/\pi)^{3/2}$:

$$\langle g_0|g_n\rangle=e^{-aR^2/2}=e^{-xn^2/2}. \tag{5}$$

Inserting this in (2) and pairing $n$ with $-n$ gives

$$S(\theta)=\sum_{n}e^{-xn^2/2}e^{in\theta}=1+2\sum_{n=1}^{\infty}e^{-xn^2/2}\cos n\theta . \tag{6}$$

With the convention $\theta_3(z,q)=\sum_n q^{n^2}e^{2inz}$ for the third Jacobi theta function, this is

$$S(k)=\theta_3\!\left(\frac{kd}{2},\,q\right),\qquad q=e^{-x/2}. \tag{7}$$

For large $x$ the neighbours barely overlap, and (6) gives $S(\theta)\approx1+2e^{-x/2}\cos\theta$. For small $x$ many terms matter, and at $\theta=\pi$ they alternate in sign and nearly cancel. A second form of the sum is then needed.

## Poisson summation

Consider the periodic array of Gaussians in the variable $\theta$,

$$P(\theta)=\sum_{m=-\infty}^{\infty}e^{-(\theta+2\pi m)^2/(2x)} . \tag{8}$$

The sum converges uniformly on any finite interval, so $P$ is continuous, has period $2\pi$, and may be integrated term by term. Its Fourier coefficients are

$$p_n=\frac1{2\pi}\int_{-\pi}^{\pi}P(\theta)e^{-in\theta}d\theta
=\frac1{2\pi}\sum_m\int_{-\pi+2\pi m}^{\pi+2\pi m}e^{-u^2/(2x)}e^{-inu}\,du . \tag{9}$$

Here $u=\theta+2\pi m$, and $e^{-in(u-2\pi m)}=e^{-inu}$ because $nm$ is an integer. The intervals join to cover the whole line once. In the exponent,

$$-\frac{u^2}{2x}-inu=-\frac{(u+inx)^2}{2x}-\frac{xn^2}{2}. \tag{10}$$

The Gaussian is analytic everywhere and vanishes at the far ends of the strip between the real line and the line displaced by $inx$. The displacement therefore leaves the integral unchanged at $\sqrt{2\pi x}$, and

$$p_n=\frac{\sqrt{2\pi x}}{2\pi}e^{-xn^2/2}=\sqrt{\frac{x}{2\pi}}\;e^{-xn^2/2}. \tag{11}$$

These coefficients are absolutely summable, so the continuous function $P$ equals its Fourier series. Comparison with (6) gives $P=\sqrt{x/2\pi}\,S$, or

$$S(k)=\sqrt{\frac{2\pi}{x}}\,P(kd)=\frac{\sqrt{2\pi/a}}{d}\sum_{m}\exp\!\left[-\frac{(k+2\pi m/d)^2}{2a}\right]. \tag{12}$$

The last form uses $\sqrt{2\pi/x}=\sqrt{2\pi/a}/d$ and $\theta+2\pi m=d\,(k+2\pi m/d)$. Equations (6) and (12) are equal for every $x>0$. They differ in speed of convergence: the direct sum is short for compact functions, the reciprocal sum for wide ones.

## Why the minimum is at the zone boundary

A product form of $S$ settles the position of the minimum. For $0<q<1$ and complex $w\neq0$ define

$$F(w)=\prod_{n=1}^{\infty}\left(1+q^{2n-1}w\right)\left(1+\frac{q^{2n-1}}{w}\right). \tag{13}$$

The product converges because $\sum_n q^{2n-1}$ is finite, and $F$ has a Laurent series $\sum_n c_nw^n$. Replacing $w$ by $q^2w$ turns the first set of factors into $1+q^{2n+1}w$, so that $1+qw$ is lost. It turns the second set into $1+q^{2n-3}/w$, so that $1+1/(qw)$ is gained. Hence

$$F(q^2w)=\frac{1+1/(qw)}{1+qw}\,F(w)=\frac{F(w)}{qw}. \tag{14}$$

In $qw\,F(q^2w)=F(w)$ the coefficient of $w^n$ on the left is $q\,q^{2(n-1)}c_{n-1}$. Therefore

$$c_n=q^{2n-1}c_{n-1}\quad\Rightarrow\quad c_n=q^{n^2}c_0, \tag{15}$$

because $n^2-(n-1)^2=2n-1$. The recursion can be run in both directions, so this holds for negative $n$ too. Multiplying out (13) produces no negative coefficient, and the constant term contains the product of all the ones, so $c_0>0$. Setting $w=e^{i\theta}$ gives

$$S(\theta)=\frac1{c_0}\prod_{n=1}^{\infty}\left(1+2q^{2n-1}\cos\theta+q^{4n-2}\right). \tag{16}$$

Each factor is at least $(1-q^{2n-1})^2>0$ and increases with $\cos\theta$. Thus $S$ is positive and falls strictly as $\theta$ goes from $0$ to $\pi$. In each zone its single minimum is at $k=\pi/d$, for every $a$ and $d$. The value of $c_0$ is not needed.

## The value at the minimum

At $\theta=\pi$ the numerators in (8) are $(\pi+2\pi m)^2=\pi^2(2m+1)^2$. The terms $m=j$ and $m=-j-1$ are equal for each $j\geq0$, which gives a factor 2:

$$S_{\min}=2\sqrt{\frac{2\pi}{x}}\sum_{j=0}^{\infty}e^{-\pi^2(2j+1)^2/(2x)} . \tag{17}$$

Using $(2j+1)^2=1+4j(j+1)$, we take out the first term:

$$S_{\min}=\frac{2\sqrt{2\pi/a}}{d}\,e^{-\pi^2/(2ad^2)}\left[1+\sum_{j=1}^{\infty}e^{-2\pi^2j(j+1)/x}\right]. \tag{18}$$

The estimate sought replaces the bracket by 1:

$$S_{\min}\approx\frac{2\sqrt{2\pi/a}}{d}\,\exp\!\left(-\frac{\pi^2}{2ad^2}\right),\qquad ad^2\ll4\pi^2 . \tag{19}$$

All omitted terms are positive, so (19) is a lower bound. Its leading error, relative to the estimate itself, is $e^{-4\pi^2/x}$, from $j=1$. The condition is mild: (19) is already good when a function overlaps moderately with its neighbours. It fails for compact functions. As $x\to\infty$, (6) gives $S_{\min}\to1$, whereas the right side of (19) tends to zero as $2\sqrt{2\pi/x}$.

For $d=2$ bohr the direct sum and the estimate compare as follows. The last column is the excess of the direct sum, relative to the estimate.

| $a$ (bohr$^{-2}$) | $x$ | $S_{\min}$ | estimate | excess |
|---:|---:|---:|---:|---:|
| 5 | 20 | 0.99991 | 0.87588 | 0.14 |
| 2 | 8 | 0.96337 | 0.95649 | $7.2\times10^{-3}$ |
| 1 | 4 | 0.73000 | 0.72996 | $5.2\times10^{-5}$ |
| 0.5 | 2 | 0.30063 | 0.30063 | $2.7\times10^{-9}$ |
| 0.25 | 1 | 0.036055 | 0.036055 | $7.2\times10^{-18}$ |
| 0.125 | 0.5 | $3.6671\times10^{-4}$ | $3.6671\times10^{-4}$ | $5.1\times10^{-35}$ |

Because $1/x$ stands in the exponent, the last halving of $a$ lowers $S_{\min}$ by a factor of about 98.

## What the small norm means

The transverse parts of the Gaussians are common to all sites and normalized, so they contribute a factor 1. Let $\gamma(z)=(2a/\pi)^{1/4}e^{-az^2}$ be the normalized factor along the chain, and let

$$\varphi_k(z)=\sum_n e^{iknd}\gamma(z-nd). \tag{20}$$

The function $e^{-ikz}\varphi_k(z)=\sum_ne^{-ik(z-nd)}\gamma(z-nd)$ has period $d$. Unfolding its Fourier coefficients as in (9) gives

$$\varphi_k(z)=\frac1d\sum_G\hat\gamma(k+G)\,e^{i(k+G)z},\qquad G=\frac{2\pi m}{d}, \tag{21}$$

$$\hat\gamma(K)=\int_{-\infty}^{\infty}\gamma(z)e^{-iKz}dz=\left(\frac{2a}{\pi}\right)^{1/4}\sqrt{\frac{\pi}{a}}\;e^{-K^2/(4a)} . \tag{22}$$

Different plane waves in (21) are orthogonal over one cell, so

$$\int_0^d|\varphi_k|^2dz=\frac1d\sum_G|\hat\gamma(k+G)|^2=\frac{\sqrt{2\pi/a}}{d}\sum_Ge^{-(k+G)^2/(2a)} . \tag{23}$$

The last step uses $\sqrt{2a/\pi}\,(\pi/a)=\sqrt{2\pi/a}$. This is (12) again: each term of the reciprocal sum is the weight of one plane wave in the Bloch sum.

At the zone boundary the two smallest wave numbers are $\pm\pi/d$. They have equal amplitudes and combine into a standing wave,

$$\varphi_{\pi/d}(z)\approx A\cos\frac{\pi z}{d},\qquad A=\frac2d\left(\frac{2a}{\pi}\right)^{1/4}\sqrt{\frac{\pi}{a}}\;e^{-\pi^2/(4x)} . \tag{24}$$

The next pair, $\pm3\pi/d$, is smaller in amplitude by $e^{-(9-1)\pi^2/(4x)}=e^{-2\pi^2/x}$. The average of $\cos^2$ is $\tfrac12$, so the norm per cell is $A^2d/2$, which reproduces (19). A wide Gaussian contains little of wave number $\pi/d$. When such functions are added with alternating signs they nearly cancel at every point, and the remainder is a wave of small amplitude.

## Worked example

Take the round values $d=2$ bohr and $a=0.125$ bohr$^{-2}$, so that $x=0.125\times4=0.5$ and $q=e^{-0.25}=0.7788$. The ingredients of (19) are

$$\frac{2\sqrt{2\pi/a}}{d}=7.0898,\qquad \frac{\pi^2}{2x}=\pi^2=9.8696,$$

$$S_{\min}\approx7.0898\,e^{-9.8696}=3.667\times10^{-4}. \tag{25}$$

The standing wave has $A=0.01915$ bohr$^{-1/2}$. Its norm is $A^2d/2=(0.01915)^2\times2/2=3.667\times10^{-4}$, in agreement with (25).

At the zone centre the $m=0$ term of (12) dominates for small $x$, and the pair $m=\pm1$ adds a relative correction $2e^{-2\pi^2/x}$. Thus $S(0)\approx\sqrt{2\pi/x}=3.545$. Dividing by (19) gives

$$\frac{S(0)}{S_{\min}}\approx\tfrac12\,e^{\pi^2/(2x)}, \tag{26}$$

which is 9667 here. The prefactors cancel except for the 2 from the pair of boundary waves.

The small norm matters in a band calculation. With one function per cell the band energy is $H(k)/S(k)$, where $H(k)$ is the Bloch sum of the Hamiltonian matrix elements. An error $\delta$ in $H(\pi/d)$ becomes $\delta/S_{\min}$ in the energy, an amplification of about 2700 in this example. A small error $\epsilon$ in $S(\pi/d)$ is amplified in the same way: it shifts the energy $E$ by $-E\,\epsilon/S_{\min}$.

## Cutting off the direct sum

Suppose the overlaps are kept only for $|n|\le N$. At the boundary the truncated sum is

$$S_N=1+2\sum_{n=1}^{N}(-1)^ne^{-xn^2/2}. \tag{27}$$

The omitted terms alternate and decrease in size, so their sum is smaller in magnitude than the first of them:

$$|S_N-S_{\min}|<2e^{-x(N+1)^2/2}. \tag{28}$$

If $N+1\ge\pi/x$, the right side is at most $2e^{-\pi^2/(2x)}$. For $x\le2\pi$ the factor $\sqrt{2\pi/x}$ is at least 1, so this is no larger than the lower bound (19), which is itself below $S_{\min}$. Hence

$$N+1\ge\frac{\pi}{x}\quad\text{and}\quad x\le2\pi\quad\Rightarrow\quad S_N>0 . \tag{29}$$

The condition is sufficient, not necessary, and it concerns the boundary point alone. In the example $\pi/x=6.28$, so $N=6$ is safe.

| $N$ | $S_N$ | bound (28) |
|---:|---:|---:|
| 3 | $-3.26\times10^{-2}$ | $3.66\times10^{-2}$ |
| 4 | $3.99\times10^{-3}$ | $3.86\times10^{-3}$ |
| 5 | $1.29\times10^{-4}$ | $2.47\times10^{-4}$ |
| 6 | $3.761\times10^{-4}$ | $9.57\times10^{-6}$ |
| 8 | $3.6671\times10^{-4}$ | $3.2\times10^{-9}$ |

At $N=3$ the squared norm is negative, which no function can have. The sum at $N=5$ is positive although (29) does not guarantee it, but it is only about a third of the true value. At $N=6$ the first neglected overlap is half the bound, about $5\times10^{-6}$, yet $S_N$ is still 2.5% above $S_{\min}$. A cutoff must be judged against $S_{\min}$, not against the unit overlap of a function with itself.

## Finite chains

An open chain of $M$ functions has the overlap matrix $S_{nn'}=e^{-x(n-n')^2/2}$. By (6) these elements are Fourier coefficients of $S(\theta)$:

$$S_{nn'}=\frac1{2\pi}\int_{-\pi}^{\pi}S(\theta)\,e^{i(n-n')\theta}\,d\theta . \tag{30}$$

For a vector with $\sum_n|c_n|^2=1$, put $c(\theta)=\sum_nc_ne^{-in\theta}$. Then

$$\sum_{nn'}c_n^*S_{nn'}c_{n'}=\frac1{2\pi}\int_{-\pi}^{\pi}S(\theta)\,|c(\theta)|^2d\theta,\qquad \frac1{2\pi}\int_{-\pi}^{\pi}|c(\theta)|^2d\theta=1. \tag{31}$$

The left side is a weighted average of $S(\theta)$. The weight is a trigonometric polynomial and cannot be concentrated at one point, so every eigenvalue lies strictly between $S_{\min}$ and $S(0)$.

The lower limit is approached as the chain grows. The trial vector $c_n=(-1)^n/\sqrt M$ gives

$$\sum_{nn'}c_nS_{nn'}c_{n'}=\sum_{|l|<M}\left(1-\frac{|l|}{M}\right)(-1)^l e^{-xl^2/2}\;\longrightarrow\;S_{\min}, \tag{32}$$

because $M-|l|$ pairs have separation $l$ and the overlaps are summable. The lowest eigenvalue lies between $S_{\min}$ and this trial value, so it has the same limit.

For the example, matrices of computed Gaussian integrals give these lowest eigenvalues:

| $M$ | lowest eigenvalue | ratio to $S_{\min}$ |
|---:|---:|---:|
| 5 | $1.286\times10^{-2}$ | 35.1 |
| 10 | $1.776\times10^{-3}$ | 4.84 |
| 20 | $5.98\times10^{-4}$ | 1.63 |
| 40 | $4.15\times10^{-4}$ | 1.13 |
| 80 | $3.78\times10^{-4}$ | 1.03 |

A basis that looks well conditioned in a five-centre fragment can thus be much closer to linear dependence in the periodic chain. For every $x>0$ the functions remain independent, since $S_{\min}>0$; the difficulty is one of finite precision.

## Choosing an exponent

If $S_{\min}$ must not fall below a threshold $\tau$, the limiting $x$ follows from the logarithm of (19):

$$\frac{\pi^2}{2x}=\ln\!\left(\frac{2}{\tau}\sqrt{\frac{2\pi}{x}}\right). \tag{33}$$

The right side of (19) rises to a maximum of $2\sqrt{2/\pi}\,e^{-1/2}=0.968$ at $x=\pi^2$ and then falls to zero as $x\to\infty$. For $\tau<0.968$ this equation therefore has two roots. For small $\tau$ the second lies near $x=8\pi/\tau^2$, where (19) does not hold and $S_{\min}$ is close to 1; only the root below $\pi^2$ is meaningful. For the chosen value $\tau=10^{-6}$ that root is $x=0.308$, or $a=0.0770$ bohr$^{-2}$ at $d=2$ bohr. At another spacing the limiting exponent is $0.308/d^2$, since $x$ is the only parameter. This limit applies to one s Gaussian per cell; further functions in the cell can bring the basis closer to linear dependence.

The same Gaussians on a simple cubic lattice of spacing $d$ have overlaps $e^{-x(n_1^2+n_2^2+n_3^2)/2}$. The Bloch overlap is then a product of three chain sums (6), and its minimum, at the zone corner, is $S_{\min}^3$. For $x=0.5$ this is $(3.667\times10^{-4})^3=4.93\times10^{-11}$. A lattice sum accurate to $10^{-8}$, ample for the chain, then cannot fix even the sign of the norm. An exponent that is harmless in a chain can demand far tighter cutoffs in a simple cubic lattice with the same spacing.

The numerical check compares the direct sum with the reciprocal sum and, up to the constant $c_0$, with the product form, and it compares the reciprocal sum with real-space integrals of the Bloch function over one cell.

## Numbers as computed

```
spacing d = 2.000 bohr
a (bohr^-2), a d^2, S(0), S(pi/d), estimate, S/estimate - 1 (no unit)
 5.000  20.00  1.000091 9.999092e-01 8.758849e-01 1.416e-01
 2.000   8.00  1.036632 9.633689e-01 9.564896e-01 7.192e-03
 1.000   4.00  1.271342 7.300003e-01 7.299626e-01 5.172e-05
 0.500   2.00  1.772637 3.006258e-01 3.006258e-01 2.675e-09
 0.250   1.00  2.506628 3.605476e-02 3.605476e-02 7.157e-18
 0.125   0.50  3.544908 3.667078e-04 3.667078e-04 5.123e-35
main case a = 0.125 bohr^-2, a d^2 = 0.500
nome q = 0.778801
prefactor 2 sqrt(2 pi/a)/d = 7.089815
exponent pi^2/(2 a d^2) = 9.869604
S(0)/S(pi/d) = 9666.84
standing-wave amplitude A = 0.019150 bohr^-1/2
cell norm at k = pi/d by quadrature = 3.667078e-04
cutoff N, truncated S(pi/d), error bound; pi/(a d^2) = 6.283
1 -5.576016e-01 7.358e-01
2 1.781573e-01 2.108e-01
3 -3.264113e-02 3.663e-02
4 3.990145e-03 3.861e-03
5 1.292366e-04 2.468e-04
6 3.760562e-04 9.570e-06
7 3.664860e-04 2.251e-07
8 3.667110e-04 3.210e-09
functions in open chain, lowest eigenvalue, ratio to S(pi/d)
5 1.286188e-02 35.0739
10 1.775774e-03 4.8425
20 5.981904e-04 1.6312
40 4.153462e-04 1.1326
80 3.780061e-04 1.0308
chosen threshold for S(pi/d) = 1.0e-06
exponent at threshold = 0.077028 bohr^-2
a d^2 at threshold = 0.308112
```
